# The Ballistic Electron-Wind Force on a Migrating Defect: a numerical check

```python
# Result under test: the electron-wind force on a defect in a free-electron metal,
#   F = -e n l sigma_tr E,   Z_wind = -n l sigma_tr,
# n: carrier density, l: transport mean free path, E: electric field,
# sigma_tr: transport cross-section of the defect at the Fermi energy.
# Scattering is computed in atomic units (hbar = m = e = 1) for the potential
# V(r) = -depth * exp(-(r/width)^2); the example is printed in SI-based units.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.special import spherical_jn, spherical_yn, eval_legendre

bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
e, hbar, m_e, k_B = const.e, const.hbar, const.m_e, const.k

# Chosen model parameters
n = 6e28                 # m^-3
mfp = 20e-9              # m
width_m = 0.10e-9        # m
depth_site_eV, depth_saddle_eV = 8.0, 9.0
j = 1e10                 # A/m^2
T, D = 500.0, 1e-14      # K, m^2/s

width = width_m / bohr
kF_SI = (3 * np.pi**2 * n) ** (1 / 3)
kF = kF_SI * bohr
L = np.arange(10)        # angular momenta kept
r_start, r_end = 1e-3, 5.5 * width


def scatter(k, depth, r_eval=None):
    """Phase shifts and, if r_eval is given, normalized radial waves."""
    def rhs(r, y):
        w, dw = y[:L.size], y[L.size:]
        K2 = k**2 + 2 * depth * np.exp(-(r / width) ** 2)
        return np.concatenate([dw, -2 * (L + 1) / r * dw - K2 * w])
    # radial wave = r^L * w(r), with w regular at the origin
    K2_0 = k**2 + 2 * depth
    w0 = 1 - K2_0 * r_start**2 / (2 * (2 * L + 3))
    dw0 = -K2_0 * r_start / (2 * L + 3)
    sol = solve_ivp(rhs, (r_start, r_end), np.concatenate([w0, dw0]),
                    method="DOP853", rtol=1e-10, atol=1e-13,
                    dense_output=r_eval is not None)
    w, dw = sol.y[:L.size, -1], sol.y[L.size:, -1]
    R = r_end**L.astype(float) * w
    dR = r_end**L.astype(float) * (dw + L * w / r_end)
    x = k * r_end
    s = k * spherical_jn(L, x, True) * R - dR * spherical_jn(L, x)
    c = k * spherical_yn(L, x, True) * R - dR * spherical_yn(L, x)
    delta = np.arctan2(s, c)
    if r_eval is None:
        return delta
    amplitude = np.hypot(s, c) * x**2 / k
    waves = sol.sol(r_eval)[:L.size] * r_eval[None, :] ** L[:, None]
    return delta, waves / amplitude[:, None]


def sigma_from_phases(k, delta):
    return 4 * np.pi / k**2 * np.sum(L[1:] * np.sin(delta[:-1] - delta[1:]) ** 2)


depth = depth_site_eV / hartree_eV
mu, w_mu = np.polynomial.legendre.leggauss(24)
t, w_t = np.polynomial.legendre.leggauss(100)
r = r_start + (r_end - r_start) * (t + 1) / 2
w_r = w_t * (r_end - r_start) / 2
delta, waves = scatter(kF, depth, r)
sigma = sigma_from_phases(kF, delta)

# Test: quantum force <grad V> in the scattering state of a unit-density beam
P = np.array([eval_legendre(q, mu) for q in L])
coef = (2 * L + 1) * 1j**L * np.exp(1j * delta)
psi = np.einsum("l,lr,lm->rm", coef, waves, P)
dV = 2 * depth * r / width**2 * np.exp(-(r / width) ** 2)
beam_force = 2 * np.pi * np.einsum("r,m,rm->", w_r * r**2 * dV, w_mu * mu,
                                   np.abs(psi) ** 2)
assert abs(beam_force / (kF**2 * sigma) - 1) < 1e-5


# Test: phase-shift sum against the angular integral that defines sigma_tr
def diff_cross_section(cos_angle):
    f = sum((2 * q + 1) * np.exp(1j * delta[q]) * np.sin(delta[q])
            * eval_legendre(q, cos_angle) for q in L) / kF
    return np.abs(f) ** 2


sigma_angle = 2 * np.pi * np.sum(w_mu * diff_cross_section(mu) * (1 - mu))
sigma_total = 2 * np.pi * np.sum(w_mu * diff_cross_section(mu))
assert abs(sigma_angle / sigma - 1) < 1e-6

# Test: whole shifted Fermi sphere with energy-dependent cross-section
k_nodes = np.linspace(0.05, 1.1 * kF, 22)
sigma_k = CubicSpline(k_nodes, [sigma_from_phases(k, scatter(k, depth))
                                for k in k_nodes])
shift = 1e-3 * kF
p = kF * (t + 1) / 2
w_p = w_t * kF / 2
kz = p[:, None] * mu[None, :] + shift
k_abs = np.sqrt(p[:, None]**2 + 2 * shift * p[:, None] * mu + shift**2)
integrand = kz * k_abs * sigma_k(np.clip(k_abs, k_nodes[0], None))
sphere_force = 2 / (2 * np.pi) ** 3 * 2 * np.pi * np.einsum(
    "p,m,pm->", w_p * p**2, w_mu, integrand)
n_au = kF**3 / (3 * np.pi**2)
sphere_ratio = sphere_force / (n_au * kF * sigma * shift)
# tolerance: spline interpolation and terms of higher order in the shift
assert abs(sphere_ratio - 1) < 1e-3

# Test: angular Boltzmann equation with the true differential cross-section
phi = 2 * np.pi * np.arange(48) / 48
sin_mu = np.sqrt(1 - mu**2)
cos_between = (mu[:, None, None] * mu[None, :, None]
               + sin_mu[:, None, None] * sin_mu[None, :, None] * np.cos(phi))
M = diff_cross_section(cos_between).sum(axis=2) * 2 * np.pi / 48 * w_mu
defect_op = M - np.diag(M.sum(axis=1))
background_op = np.tile(w_mu / 2, (mu.size, 1)) - np.eye(mu.size)


def solve_boltzmann(n_defect, inverse_l_background):
    """Mean free path, and force per defect in units of -e n E."""
    op = n_defect * defect_op + inverse_l_background * background_op
    path = np.linalg.lstsq(op, -mu, rcond=1e-10)[0]
    transfer = (M * (mu[:, None] - mu[None, :])).sum(axis=1)
    return 1.5 * np.sum(w_mu * mu * path), 1.5 * np.sum(w_mu * path * transfer)


l_background = mfp / bohr
n_defect = 1e-4
l_mixed, force_mixed = solve_boltzmann(n_defect, 1 / l_background)
l_pure, force_pure = solve_boltzmann(n_defect, 0.0)
assert abs(l_mixed * (1 / l_background + n_defect * sigma) - 1) < 1e-5
assert abs(force_mixed / (l_mixed * sigma) - 1) < 1e-5
assert abs(l_pure * n_defect * sigma - 1) < 1e-5
assert abs(n_defect * force_pure - 1) < 1e-5

# Test: drift in a periodic potential (kT = period = bare diffusivity = 1)
N = 400
x = np.arange(N) / N
U = -3 * np.cos(2 * np.pi * x)
x_mid = x + 0.5 / N
force = 1e-3 * (1 + 0.6 * np.sin(np.pi * x_mid)**2
                + 0.3 * np.sin(2 * np.pi * x_mid))
drop = np.roll(U, -1) - U - force / N
forward, backward = N**2 * np.exp(-drop / 2), N**2 * np.exp(drop / 2)
A = np.zeros((N, N))
for i in range(N):
    q = (i + 1) % N
    A[q, i] += forward[i]
    A[i, i] -= forward[i]
    A[i, q] += backward[i]
    A[q, q] -= backward[i]
A[0, :] = 1
prob = np.linalg.solve(A, np.eye(N)[0])
velocity = np.mean(prob * forward - np.roll(prob, -1) * backward)
D_periodic = 1 / (np.mean(np.exp(U)) * np.mean(np.exp(-U)))
drift_ratio = velocity / (D_periodic * np.mean(force))
# tolerance: spatial grid and terms of second order in the force
assert abs(drift_ratio - 1) < 2e-3

# Worked example
delta_saddle = scatter(kF, depth_saddle_eV / hartree_eV)
s_site = sigma * bohr**2
s_saddle = sigma_from_phases(kF, delta_saddle) * bohr**2
s_mean = np.mean(s_site + (s_saddle - s_site) * np.sin(np.pi * x) ** 2)
vF = hbar * kF_SI / m_e
tau = mfp / vF
rho = m_e / (n * e**2 * tau)
E = rho * j
Z_site, Z_saddle, Z_mean = [-n * mfp * s for s in (s_site, s_saddle, s_mean)]
F = Z_mean * e * E
u = D * F / (k_B * T)
v_drift = -j / (n * e)
n_d = 1e-3 * n
delta_rho = n_d * m_e * vF * s_mean / (n * e**2)

print(f"carrier density n = {n:.3e} m^-3")
print(f"transport mean free path l = {mfp*1e9:.2f} nm")
print(f"potential range = {width_m*1e9:.3f} nm")
print(f"potential depth, site = {depth_site_eV:.2f} eV")
print(f"potential depth, saddle = {depth_saddle_eV:.2f} eV")
print(f"Fermi wavevector = {kF_SI*1e-9:.4f} nm^-1")
print(f"Fermi speed = {vF:.4e} m/s")
print(f"Fermi energy = {hbar**2*kF_SI**2/(2*m_e*e):.4f} eV")
print(f"k_F l = {kF_SI*mfp:.1f} (no unit)")
print(f"relaxation time = {tau*1e15:.3f} fs")
for q in range(4):
    print(f"phase shift L={q}, site = {delta[q]:.5f} rad")
for q in range(4):
    print(f"phase shift L={q}, saddle = {delta_saddle[q]:.5f} rad")
print(f"total cross-section, site = {sigma_total*bohr**2*1e18:.5f} nm^2")
print(f"sigma_tr, site = {s_site*1e18:.5f} nm^2")
print(f"sigma_tr, saddle = {s_saddle*1e18:.5f} nm^2")
print(f"sigma_tr, path mean = {s_mean*1e18:.5f} nm^2")
print(f"Z_wind, site = {Z_site:.3f} (no unit)")
print(f"Z_wind, saddle = {Z_saddle:.3f} (no unit)")
print(f"Z_wind, path mean = {Z_mean:.3f} (no unit)")
print(f"resistivity = {rho*1e8:.4f} microohm cm")
print(f"added resistivity for n_d/n = 0.001: {delta_rho*1e8:.4f} microohm cm")
print(f"current density = {j:.2e} A/m^2")
print(f"electric field = {E:.2f} V/m")
print(f"wind force, path mean = {F:.4e} N")
print(f"wind force, path mean = {F/e*1e-9:.4e} eV/nm")
print(f"Fermi-sphere shift / k_F = {-e*tau*E/hbar/kF_SI:.3e} (no unit)")
print(f"electron drift velocity = {v_drift:.4f} m/s")
print(f"temperature = {T:.1f} K")
print(f"defect diffusivity = {D:.2e} m^2/s")
print(f"defect drift velocity = {u:.4e} m/s")
print(f"defect / electron drift velocity = {u/v_drift:.3e} (no unit)")
print(f"test: quantum force / phase-shift force = {beam_force/(kF**2*sigma):.8f}")
print(f"test: shifted-sphere force / formula = {sphere_ratio:.6f}")
print(f"test: Boltzmann force / formula = {force_mixed/(l_mixed*sigma):.8f}")
print(f"test: momentum share, defects only = {n_defect*force_pure:.8f}")
print(f"test: periodic drift / path-mean formula = {drift_ratio:.6f}")
print("tests ok")
```

It prints:

```
carrier density n = 6.000e+28 m^-3
transport mean free path l = 20.00 nm
potential range = 0.100 nm
potential depth, site = 8.00 eV
potential depth, saddle = 9.00 eV
Fermi wavevector = 12.1113 nm^-1
Fermi speed = 1.4021e+06 m/s
Fermi energy = 5.5886 eV
k_F l = 242.2 (no unit)
relaxation time = 14.264 fs
phase shift L=0, site = 0.64176 rad
phase shift L=1, site = 0.16955 rad
phase shift L=2, site = 0.02174 rad
phase shift L=3, site = 0.00215 rad
phase shift L=0, saddle = 0.72003 rad
phase shift L=1, saddle = 0.19596 rad
phase shift L=2, saddle = 0.02470 rad
phase shift L=3, saddle = 0.00242 rad
total cross-section, site = 0.03822 nm^2
sigma_tr, site = 0.02154 nm^2
sigma_tr, saddle = 0.02656 nm^2
sigma_tr, path mean = 0.02405 nm^2
Z_wind, site = -25.849 (no unit)
Z_wind, saddle = -31.870 (no unit)
Z_wind, path mean = -28.859 (no unit)
resistivity = 4.1463 microohm cm
added resistivity for n_d/n = 0.001: 0.1197 microohm cm
current density = 1.00e+10 A/m^2
electric field = 414.63 V/m
wind force, path mean = -1.9172e-15 N
wind force, path mean = -1.1966e-05 eV/nm
Fermi-sphere shift / k_F = -7.419e-07 (no unit)
electron drift velocity = -1.0403 m/s
temperature = 500.0 K
defect diffusivity = 1.00e-14 m^2/s
defect drift velocity = -2.7772e-09 m/s
defect / electron drift velocity = 2.670e-09 (no unit)
test: quantum force / phase-shift force = 1.00000000
test: shifted-sphere force / formula = 1.000013
test: Boltzmann force / formula = 1.00000000
test: momentum share, defects only = 1.00000000
test: periodic drift / path-mean formula = 1.000152
tests ok
```
